# Silica diffusion out of a deep slit versus nitride recess time

**Question.** A slit ten micrometres deep cuts through a stack of alternating oxide and nitride layers. Hot phosphoric acid fills it and etches the nitride tiers sideways, releasing silica into the liquid. How long does the dissolved silica take to diffuse out, compared with the time needed to recess one tier? How does the comparison scale, and does it show that silica cannot accumulate in the slit?

**Answer.** For the round parameters below and a well-stirred bath, 99% of the silica present at a given moment leaves in about 1 s, while the recess takes about 1000 s. The ratio falls as the inverse square of the slit depth. It does not show that the silica level is low: etching keeps supplying silica, and a steady excess remains at the bottom. The two statements need separate estimates.

## The model

The slit has depth $L$ and width $w$ and is long in the third direction, so all amounts are taken per unit length in that direction. The coordinate $y$ runs from the closed bottom, $y=0$, to the mouth, $y=L$. Nitride fills a fraction $\phi$ of the height of both walls and recedes at a constant rate $v$ until the recess is $R$. The rate is assumed to be set by the surface reaction, not by the supply of acid.

Let $c$ be the number density of dissolved silica in excess of the bath value. A well-stirred bath imposes $c=0$ at the mouth. Each silicon atom removed from the nitride enters solution as one small species. Oxide dissolution, redeposition and polymerisation are left out.

The algebra uses atomic units with $k_B=1$, so the temperature $T$ is an energy. Numbers are in eV and Å, with the second for time. The chosen values are $L=10^5$ Å, $w=2000$ Å, $R=1000$ Å, $\phi=0.5$ and $v=1$ Å/s. Tiers and spacers are each 250 Å thick, which gives 200 tiers.

## How fast the silica diffuses

Treat the dissolved species as a sphere of radius $a$ in a liquid of viscosity $\eta$. In the frame of the sphere, slow flow obeys $\eta\nabla^2\mathbf u=\nabla p$ and $\nabla\cdot\mathbf u=0$, with $\mathbf u=0$ at $r=a$ and $\mathbf u\to U\hat{\mathbf z}$ far away. The solution is

$$\frac{\mathbf u}{U}=\hat{\mathbf z}-\frac{3a}{4}\left(\frac{\hat{\mathbf z}}{r}+\frac{z\mathbf r}{r^3}\right)-\frac{a^3}{4}\left(\frac{\hat{\mathbf z}}{r^3}-\frac{3z\mathbf r}{r^5}\right),\qquad p=-\frac{3\eta aUz}{2r^3}.$$

To check it, note that the last bracket is $\nabla(z/r^3)$. Since $z/r^3=-\partial_z(1/r)$ is harmonic, this term has neither divergence nor Laplacian. The first bracket equals $2\hat{\mathbf z}/r-\nabla(z/r)$. Because $\nabla^2(z/r)=2\partial_z(1/r)$, its divergence vanishes and its Laplacian is $-2\nabla\partial_z(1/r)=2\nabla(z/r^3)$. Multiplying by $-3\eta aU/4$ gives $\nabla p$, as required. At $r=a$ the coefficients of $\hat{\mathbf z}$ sum to $1-\tfrac34-\tfrac14=0$, and those of $z\mathbf r$ cancel.

On the sphere the velocity vanishes everywhere, so only its radial derivative survives. With outward normal $\mathbf n$, incompressibility gives $\mathbf n\cdot\partial_r\mathbf u=0$, and the force per area is $-p\mathbf n+\eta\,\partial_r\mathbf u$. With $z=r\cos\theta$,

$$-p\mathbf n=\frac{3\eta U}{2a}\cos\theta\,\mathbf n,\qquad \eta\,\partial_r\mathbf u=\frac{3\eta U}{2a}\left(\hat{\mathbf z}-\cos\theta\,\mathbf n\right).$$

The sum is the uniform vector $3\eta U\hat{\mathbf z}/2a$. Multiplication by the area $4\pi a^2$ gives the drag $6\pi\eta aU$, hence a friction coefficient $\zeta=6\pi\eta a$.

For thermal motion along one axis, $m\dot V=-\zeta V+f$, where the random force $f$ is uncorrelated with the position $x$. Equipartition gives $\langle V^2\rangle=T/m$, so

$$\frac{d}{dt}\langle xV\rangle=\frac Tm-\frac{\zeta}{m}\langle xV\rangle .$$

At times long compared with $m/\zeta$, $\langle xV\rangle=T/\zeta$ and $d\langle x^2\rangle/dt=2T/\zeta$. The diffusion equation gives $d\langle x^2\rangle/dt=2D$, and therefore

$$D=\frac{T}{6\pi\eta a}.$$

With $T=0.0373$ eV, $\eta=2.5\times10^{-14}$ eV s/Å$^3$ and $a=3$ Å, the denominator is $18.85\times2.5\times10^{-14}\times3=1.41\times10^{-12}$ eV s/Å$^2$, so $D=2.6\times10^{10}$ Å$^2$/s. A molecule is not a large sphere in a continuous liquid, so this is an estimate of size.

## Emptying the slit

Take first a slit with flat walls and no further supply. Diffusion evens out the concentration across the width in a time of order $w^2/D$, which is $(w/L)^2=1/2500$ of $L^2/D$. Only the depth matters, and

$$\partial_t c=D\,\partial_y^2c,\qquad \partial_yc(0)=0,\qquad c(L)=0.$$

The modes are $\cos(q_jy)$ with $q_j=(j+\tfrac12)\pi/L$, each decaying at the rate $Dq_j^2$. The slowest has $q_0=\pi/2L$ and decay time

$$\tau_0=\frac{4L^2}{\pi^2D}.$$

For a uniform initial excess $c_0$, the mode amplitudes are

$$A_j=\frac{2}{L}\int_0^Lc_0\cos(q_jy)\,dy=\frac{2c_0(-1)^j}{q_jL}.$$

Averaging each cosine over the depth supplies another factor $(-1)^j/(q_jL)$. The fraction still in the slit is thus

$$M(t)=\sum_{j\ge0}\frac{8}{\pi^2(2j+1)^2}\,e^{-(2j+1)^2t/\tau_0}.$$

When 1% remains, the higher terms are negligible. Setting $(8/\pi^2)e^{-t/\tau_0}=0.01$ gives

$$t_{99}=\tau_0\ln\frac{800}{\pi^2}=4.40\,\tau_0 .$$

Here $L^2/D=0.38$ s, so $\tau_0=0.15$ s and $t_{99}=0.68$ s.

A mean residence time follows without the series. Integrate the diffusion equation over all time and define $I(y)=\int_0^\infty c\,dt$. The left side becomes $-c_0$, so $DI''=-c_0$ and $I=c_0(L^2-y^2)/2D$. Its depth average divided by $c_0$ is $L^2/3D=0.13$ s.

## The recessed tiers store silica

As the nitride recedes, side pockets open. They hold liquid but carry little silica along the slit, because oxide spacers separate them. Each pocket equilibrates sideways in about $R^2/D=4\times10^{-5}$ s, so it follows the concentration in the slit beside it.

Per unit depth, the liquid cross-section is then $w+2\phi R$, while the section that conducts along $y$ remains $w$. Conservation of silica gives

$$(w+2\phi R)\,\partial_tc=wD\,\partial_y^2c .$$

This is the earlier equation with $D$ divided by $1+2\phi R/w$. All decay times lengthen by that factor:

$$\tau=\frac{4L^2}{\pi^2D}\left(1+\frac{2\phi R}{w}\right),\qquad t_{99}=\tau\ln\frac{800}{\pi^2}.$$

At full recess the factor is $1+2(0.5)(1000)/2000=1.5$. Hence $\tau=0.23$ s and $t_{99}=1.0$ s.

The formula assumes tiers thin compared with the slit width. A two-dimensional solution of the whole comb, with all 200 tiers, gives a decay time about 1.4% below the formula on a coarse grid of four cells per tier. The flux bulges slightly into the pockets and finds a wider path. For deep grooves of period $\ell$, conformal mapping gives an extra width of $(\ell/2\pi)[(1+\phi)\ln(1+\phi)+(1-\phi)\ln(1-\phi)]$ per wall, 21 Å for $\ell=500$ Å. The converged lowering is therefore about 2%, and the coarse grid understates it.

## Comparison with the recess

At constant rate the recess takes

$$t_R=\frac Rv=\frac{1000}{1}\ \text{s}=1000\ \text{s},$$

or about 17 min. All tiers etch in parallel, so one tier and the full stack need the same time. Using the slower clearance at full recess,

$$\frac{t_R}{t_{99}}=\frac{\pi^2DR}{4vL^2(1+2\phi R/w)\ln(800/\pi^2)}\approx1000 .$$

During one clearance time the nitride front moves about 1 Å, less than a typical atomic layer. The geometry is therefore practically fixed while the silica redistributes. The ratio also says how far $D$ could fall, with everything else unchanged, before the times become equal.

The ratio is proportional to $D/v$ and to $L^{-2}$. Its dependence on recess has two limits. For a shallow recess, $R\ll w/2\phi$, the ratio grows in proportion to $R$: more time is available and the pockets hardly matter. For a deep one, $w/2\phi\ll R\ll\phi L^2/w$, both times grow with $R$, and the ratio tends to a constant. The upper bound keeps the pocket time $R^2/D$ short compared with $\tau$. The present recess, $R=w/4\phi$, has not reached this limit. Replacing $1+2\phi R/w$ by $2\phi R/w$ gives

$$\frac{t_R}{\tau}\to\frac{\pi^2wD}{8\phi vL^2}=\frac{\pi^2}{4P},\qquad P=\frac{2\phi vL^2}{wD}.$$

The dimensionless number $P$ also controls the silica level.

## Fast clearance is not a low silica level

While etching continues, the two walls supply $2\phi vn$ silicon atoms per unit depth and time, where $n$ is the silicon density of the nitride. Since the profile adjusts quickly, diffusion balances this supply:

$$wD\,c''=-2\phi vn .$$

Integrating once with $c'(0)=0$ gives $c'=-2\phi vny/(wD)$. Integrating again with $c(L)=0$ gives

$$c(y)=\frac{\phi vn}{wD}(L^2-y^2),\qquad \Delta c\equiv c(0)=\frac{n\phi vL^2}{wD}=\frac{nP}{2}.$$

With $v=R/t_R$, this becomes

$$\frac{\Delta c}{n}=\phi\,\frac Rw\,\frac{L^2/D}{t_R}=0.5\times0.5\times\frac{0.379}{1000}=9.5\times10^{-5}.$$

The small ratio of times does appear, but it multiplies the density of a solid. For $n=0.04$ Å$^{-3}$, the bottom excess is $3.8\times10^{-6}$ Å$^{-3}$, or about 6.3 mmol/L. The two-dimensional comb gives a value about 1.3% lower on the grid used, a difference that again includes grid error.

The recess depth has dropped out of $\Delta c$ at fixed $v$. Pockets lengthen the residence time by $1+2\phi R/w$, but they dilute the supply per liquid volume by the same factor. The additional drop within a pocket is of order $vnR/D$. Relative to $\Delta c$ it is $wR/(\phi L^2)=4\times10^{-4}$, which is negligible here.

Whether 6.3 mmol/L matters depends on the bath. It corresponds to about 0.18 g of silicon per litre, roughly 110 ppm by weight for an acid density near 1.6 kg/L. Silica solubilities quoted for phosphoric acid near 160 °C are of this same order, so for these parameters the neglect of redeposition is marginal even in a fresh bath. If its silica concentration is $c_b$ and saturation is at $c_s$, the bottom stays below saturation when

$$\Delta c<c_s-c_b,\qquad\text{or}\qquad v<\frac{wD(c_s-c_b)}{n\phi L^2}.$$

A bath loaded with silica to suppress oxide etching has a still smaller margin $c_s-c_b$, which an excess of this size can use up. Suppose, as a simple rate law, that oxide dissolves at a rate proportional to $c_s-c_b-c$. The oxide rate at the bottom is then $1-\Delta c/(c_s-c_b)$ times that at the mouth. For a uniform nitride rate, selectivity varies with depth even below saturation. Above saturation this law predicts deposition, and the present model no longer describes the silica balance.

## If only one tier is etching

Suppose that a single tier of thickness $b$, present on both walls at the bottom, releases silica. The supply $2vnb$ must cross the whole slit. With no source above the tier, the gradient is constant, and for $b\ll L$

$$\Delta c_1=\frac{2vnbL}{wD},\qquad \frac{\Delta c_1}{\Delta c}=\frac{2b}{\phi L}.$$

For $b=250$ Å the ratio is $500/(5\times10^4)=0.01$. The recess time of this tier is still 1000 s, but the bottom excess is a hundred times smaller than for the full stack. The excess now scales as $L$, not $L^2$: greater depth lengthens the path without adding sources. With almost no pocket volume, the clearance time for a uniform fill is close to the flat-wall value of 0.68 s instead of 1.0 s. Starting from the steady profiles, linear for one tier and parabolic for the stack, the same mode expansion gives $\tau_0\ln(3200/\pi^3)=0.71$ s and $\tau\ln(9600/\pi^4)=1.06$ s. The time ratio thus changes only by a factor of about 1.5, while the excess changes by a factor of a hundred.

## Is the steady profile reached, and does inflow matter?

At the start of etching the pockets are still negligible. The approach to the steady profile is a decaying difference, initially $\Delta c(1-y^2/L^2)$. Its mode amplitudes follow from two integrations by parts. The boundary terms vanish because $1-y^2/L^2=0$ and $\cos(q_jL)=0$ at the mouth, and $\sin(q_jy)=0$ and $y=0$ at the bottom:

$$B_j=\frac{2\Delta c}{L}\int_0^L\left(1-\frac{y^2}{L^2}\right)\cos(q_jy)\,dy=\frac{4\Delta c(-1)^j}{(q_jL)^3}.$$

The slowest amplitude is $32\Delta c/\pi^3$. The bottom therefore reaches 99% of its steady excess at

$$t=\tau_0\ln\frac{3200}{\pi^3}=0.71\ \text{s},$$

very early in the 1000 s recess.

Receding walls also draw liquid inward. To estimate the effect, assume that the dissolved products add no liquid volume, so bath liquid replaces all the removed nitride. The liquid cross-section is $A=w+2\phi vt$. If $u$ is the velocity towards the mouth, volume conservation requires $\partial_tA+\partial_y(wu)=0$, and thus $wu=-2\phi vy$. Silica conservation, with $C=c_b+c$, reads

$$\partial_t(AC)+\partial_y(-wD\,\partial_yC+wuC)=2\phi vn .$$

The term $C\,\partial_tA=2\phi vC$ cancels $C\,\partial_y(wu)=-2\phi vC$. What remains contains only derivatives of $C$, so it holds for the excess as well:

$$(w+2\phi vt)\,\partial_tc=wD\,\partial_y^2c+2\phi vy\,\partial_yc+2\phi vn .$$

In the steady state, put $g=-c'$ and divide by $wD$. Then $g'+(P/L^2)yg=Pn/L^2$. To leading order $g=Pny/L^2$. Inserting this in the flow term gives the correction $-P^2ny^3/(3L^4)$. Integration from bottom to mouth yields

$$c(0)=\frac{Pn}{2}-\frac{P^2n}{12}=\frac{nP}{2}\left(1-\frac P6\right)$$

through second order in $P$. Here $P=1.9\times10^{-4}$, so inflow lowers the excess by about 3 parts in $10^5$. Solving the time-dependent equation with growing pockets also gives 0.71 s for the build-up and agrees with the steady excess at the end of the recess to a few parts in $10^5$. These comparisons appear in the numerical output.

## What would change the answer

Depth is the strongest geometric lever. At fixed width, etch rate and recess, doubling $L$ reduces the time ratio fourfold and raises the full-stack excess fourfold. Formally, the two times meet at a depth $\sqrt{987}\approx31$ times larger. There the same formula would give $\Delta c/n\approx0.09$, or about a tenth of the silicon density of the solid nitride. The assumption of dilute, fully soluble silica would no longer be credible, so the silica level limits the model before the equality of times does.

If silica joins into larger species, $D$ falls. Within the sphere estimate, a tenfold radius lowers the time ratio to about 100 and raises the excess to about 63 mmol/L of silicon. Diffusion would still look fast beside the recess, while the saturation margin would be much harder to keep.

Heating changes the time ratio and the excess through $v/D$. If $v\propto e^{-E_v/T}$ and $\eta\propto e^{E_\eta/T}$, then

$$\frac{d\ln P}{dT}=\frac{E_v-E_\eta-T}{T^2}.$$

When $E_v>E_\eta+T$, a hotter bath etches faster but increases the bottom excess, because the reaction gains more than diffusion does. This holds at fixed acid composition. In a bath run near its boiling point, a higher temperature also means less water, which changes $v$ and $\eta$ in ways these laws do not cover. Whether the bottom also comes closer to saturation depends on how $c_s$ changes with temperature, which is not modelled here.

Finally, the mouth need not be at the bath concentration. A stagnant layer outside the wafer adds resistance, lengthening the clearance and raising the whole silica profile. With respect to this omission, the clearance time and the excess found here are lower bounds. The size of the addition depends on how closely the slits are spaced. For slits at a pitch $p$ small compared with the layer thickness $\delta$, the flux $2\phi vnL/p$ crosses the layer and adds a drop $2\delta w/(pL)$ times $\Delta c$. For $\delta=50$ and $p=2$ micrometres this doubles the excess, and the clearance lengthens towards $\delta^2/D$, about 10 s. An isolated slit spreads its silica sideways, and the relative addition is only of order $(2w/\pi L)\ln(\delta/w)$, about a tenth here. Stirring can reduce the outside contribution, but the diffusion drop inside the slit remains as long as the liquid there is carried only by the slow inflow considered above.

## Calculated quantities

```
slit depth L                       1.000e+05 angstrom
slit width w                       2000 angstrom
recess R                           1000 angstrom
tier and spacer thickness          250 angstrom
number of nitride tiers            200
nitride fraction phi               0.50
etch rate v                        1.00 angstrom/s
thermal energy T                   0.0373 eV
viscosity eta                      2.50e-14 eV s/angstrom^3
radius a                           3.0 angstrom
silicon density n                  0.040 angstrom^-3
drag/(eta a U), stress integral    18.84956
6 pi                               18.84956
diffusivity D                      2.638e+10 angstrom^2/s
L^2/D                              0.3790 s
mean residence, bare slit          0.1263 s
mean residence, numerical          0.1263 s
slowest decay time, bare slit      0.1536 s
ln(800/pi^2)                       4.3952
99% clearance, bare slit           0.6751 s
99% clearance, bare, numerical     0.6751 s
pocket factor 1+2 phi R/w          1.500
sideways pocket time R^2/D         3.79e-05 s
slowest decay time, with pockets   0.2304 s
same, two-dimensional comb         0.2271 s
99% clearance, with pockets        1.0127 s
recess time R/v                    1000.0 s
recess time, converted             16.7 min
recess time / 99% clearance        987
recess time / slowest decay time   4340
recess during one 99% clearance    1.013 angstrom
bottom excess / n                  9.475e-05
bottom excess                      3.790e-06 angstrom^-3
same, two-dimensional comb         3.741e-06 angstrom^-3
bottom excess, converted           6.29 mmol/L
inflow number P                    1.895e-04
P/6                                3.158e-05
inflow lowering, numerical         3.158e-05
99% build-up at bottom, formula    0.7122 s
99% build-up, growing pockets      0.7124 s
final bottom excess / formula      0.99997
```
